# Complete internal oxidation of a sphere and a slab: verification in Python

```python
"""
Complete internal oxidation of a sphere (radius R) and a slab (half-thickness R).
Results under test, in the quasi-steady limit eps = c_s/(nu*c_B) << 1:
    T_sphere = nu*c_B*R^2/(6*D*c_s),   T_slab = nu*c_B*R^2/(2*D*c_s),
and, for the full moving-front problem at any eps,
    t_qs <= t <= (1 + eps)*t_qs   at every front position.
Symbols: c_B solute density, nu oxygen atoms bound per solute atom,
c_s dissolved oxygen density at the surface, D oxygen diffusivity,
u = (front distance from centre or mid-plane)/R, t_qs quasi-steady time.
The simulations use R = D = c_s = 1, so that nu*c_B = 1/eps.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.special import erf


def quasi_steady_time(dim, u, eps):
    """Derived front law in units R^2/D; dim = 1 slab, dim = 3 sphere."""
    if dim == 1:
        return (1 - u)**2 / (2 * eps)
    return (1 - 3 * u**2 + 2 * u**3) / (6 * eps)


def simulate(dim, eps, cells=60):
    """Time-dependent diffusion with local trapping, no assumed front law.

    Each cell binds oxygen up to 1/eps; only the excess is free to diffuse.
    Returns inner cell faces, their filling times, cell centres,
    cell volumes and the free oxygen at completion.
    """
    dr = 1.0 / cells
    faces = np.linspace(0.0, 1.0, cells + 1)
    centres = 0.5 * (faces[1:] + faces[:-1])
    volumes = np.diff(faces**dim) / dim
    conductance = faces[1:]**(dim - 1) / dr
    conductance[-1] *= 2.0            # surface is half a cell away
    capacity = 1.0 / eps
    dt = 0.3 * dr**2                  # keeps the explicit step stable
    rate = dt / volumes
    total = np.zeros(cells)
    free = np.zeros(cells + 1)
    free[-1] = 1.0                    # fixed surface density
    inflow = np.zeros(cells + 1)      # entry 0: no flow through the centre
    fill_time = np.zeros(cells)
    current = cells - 1
    step = 0
    while current >= 0:
        inflow[1:] = conductance * (free[1:] - free[:-1])
        total += rate * (inflow[1:] - inflow[:-1])
        np.maximum(total - capacity, 0.0, out=free[:-1])
        step += 1
        while current >= 0 and total[current] >= capacity:
            fill_time[current] = step * dt
            current -= 1
        assert step < 2000000, "simulation did not finish"
    return faces[:-1], fill_time, centres, volumes, free[:-1].copy()


# Steady gradient at the front of a spherical shell, from a numerical solver
front_positions = [0.3, 0.4, 0.5, 0.6, 0.7]
gradients = []
for s in front_positions:
    mesh = np.linspace(s, 1.0, 40)
    guess = np.vstack([(mesh - s) / (1 - s), np.ones_like(mesh) / (1 - s)])
    shell = solve_bvp(lambda r, y: np.vstack([y[1], -2 * y[1] / r]),
                      lambda ya, yb: np.array([ya[0], yb[0] - 1.0]),
                      mesh, guess, tol=1e-7)
    assert shell.success
    gradients.append(shell.sol(s)[1])
    assert abs(gradients[-1] * s * (1 - s) - 1) < 1e-4
slowest_front = front_positions[int(np.argmin(gradients))]
assert slowest_front == 0.5

# Geometric origin of the factor: solute weight u^2, resistance (1-u)/u
slab_integral = quad(lambda u: 1 - u, 0, 1)[0]
solute_only = quad(lambda u: u**2 * (1 - u), 0, 1)[0]
sphere_integral = quad(lambda u: u**2 * (1 - u) / u, 0, 1)[0]
assert abs(sphere_integral - quasi_steady_time(3, 0.0, 1.0)) < 1e-10
assert abs(slab_integral - quasi_steady_time(1, 0.0, 1.0)) < 1e-10
assert abs(sphere_integral / solute_only - 2) < 1e-8

# Full moving-front problem at finite eps
GRID_TOL = 3e-3                       # discretization error of 60 cells
simulation_rows = []
for eps in (0.2, 0.1, 0.05):
    end_time = {}
    for dim in (1, 3):
        u, times, r, volumes, free = simulate(dim, eps)
        inner = u <= 0.9              # leaves out poorly resolved first cells
        relative = times[inner] / quasi_steady_time(dim, u[inner], eps)
        assert relative.min() > 1 - GRID_TOL
        assert relative.max() < 1 + eps + GRID_TOL
        end_time[dim] = times[0]
        # weighted oxygen balance at completion
        weight = 1 - r if dim == 1 else 1 / r - 1
        balance = (quasi_steady_time(dim, 0.0, eps)
                   + np.sum(weight * free * volumes))
        assert abs(times[0] / balance - 1) < GRID_TOL
        if dim == 1:
            slab_u, slab_times = u, times
    # similarity solution for the slab: depth = 2*lam*sqrt(D*t)
    lam = brentq(lambda x: np.sqrt(np.pi) * x * np.exp(x * x) * erf(x) - eps,
                 1e-6, 2.0)
    similarity_time = 1 / (4 * lam**2)
    assert abs(end_time[1] / similarity_time - 1) < 5e-3
    ratio = end_time[3] / end_time[1]
    assert 1 / (3 * (1 + eps)) < ratio < (1 + eps) / 3
    sphere_rel = end_time[3] / quasi_steady_time(3, 0.0, eps)
    slab_rel = end_time[1] / quasi_steady_time(1, 0.0, eps)
    assert sphere_rel > slab_rel      # the sphere has the larger correction
    simulation_rows.append((eps, sphere_rel, slab_rel, ratio))
deviations = [abs(row[3] - 1 / 3) for row in simulation_rows]
assert deviations[0] > deviations[1] > deviations[2]

# Slab depth when the sphere is complete (last, smallest eps)
simulated_depth = np.interp(end_time[3], slab_times[::-1], 1 - slab_u[::-1])
depth_fraction = np.sqrt(sphere_integral / slab_integral)
assert abs(simulated_depth - depth_fraction) < 0.02   # finite eps and grid

# Worked example with round model parameters
radius = 1.0e5            # angstrom
nu = 1.5
c_B = 1.0e-3              # angstrom^-3
c_s = 3.0e-6              # angstrom^-3
D0 = 1.0e14               # angstrom^2/s
activation = 1.0          # eV
thermal = 0.1             # eV
D = D0 * np.exp(-activation / thermal)
eps_model = c_s / (nu * c_B)
T_sphere = nu * c_B * radius**2 / (6 * D * c_s)
T_slab = nu * c_B * radius**2 / (2 * D * c_s)

# Same times evaluated entirely in atomic units
bohr = physical_constants["Bohr radius"][0] / angstrom
time_au = physical_constants["atomic unit of time"][0]
D_au = D * time_au / bohr**2
sphere_au = (nu * c_B * bohr**3 * (radius / bohr)**2
             / (6 * D_au * c_s * bohr**3))
slab_au = (nu * c_B * bohr**3 * (radius / bohr)**2
           / (2 * D_au * c_s * bohr**3))
assert abs(sphere_au * time_au / T_sphere - 1) < 1e-10
assert abs(slab_au * time_au / T_slab - 1) < 1e-10

print(f"Radius = slab half-thickness: {radius:.3e} angstrom")
print(f"Oxygen atoms per solute atom nu: {nu:.2f}")
print(f"Solute density c_B: {c_B:.3e} angstrom^-3")
print(f"Surface oxygen density c_s: {c_s:.3e} angstrom^-3")
print(f"Diffusion prefactor D0: {D0:.3e} angstrom^2/s")
print(f"Activation energy Q: {activation:.2f} eV")
print(f"Thermal energy kT: {thermal:.2f} eV")
print(f"Diffusivity D: {D:.4e} angstrom^2/s")
print(f"eps = c_s/(nu c_B): {eps_model:.4f} (dimensionless)")
print(f"Sphere completion time: {T_sphere:.2f} s")
print(f"Sphere upper bound: {T_sphere * (1 + eps_model):.2f} s")
print(f"Slab completion time: {T_slab:.2f} s")
print(f"Slab upper bound: {T_slab * (1 + eps_model):.2f} s")
print(f"Sphere time in atomic units: {sphere_au:.4e}")
print(f"Slab time in atomic units: {slab_au:.4e}")
print(f"Ratio sphere/slab: {T_sphere / T_slab:.4f}")
print(f"Ratio lower bound: {1 / (3 * (1 + eps_model)):.5f}")
print(f"Ratio upper bound: {(1 + eps_model) / 3:.5f}")
print("Front u=s/R | sphere time (s) | slab time (s) | sphere vol. oxidized")
for u in (0.75, 0.50, 0.25, 0.0):
    unit = radius**2 / D
    t3 = unit * quasi_steady_time(3, u, eps_model)
    t1 = unit * quasi_steady_time(1, u, eps_model)
    print(f"  {u:.2f} | {t3:.2f} | {t1:.2f} | {1 - u**3:.4f}")
print(f"Slab depth when sphere is done: {depth_fraction * radius:.4e} angstrom")
print(f"Same depth / half-thickness: {depth_fraction:.4f}")
print(f"Slowest sphere front among tested s/R: {slowest_front:.2f}")
print(f"Slab integral: {slab_integral:.5f}")
print(f"Solute-only integral: {solute_only:.5f}")
print(f"Sphere integral: {sphere_integral:.5f}")
print("Simulation: eps | sphere T/T_qs | slab T/T_qs | sphere/slab")
for eps, sphere_rel, slab_rel, ratio in simulation_rows:
    print(f"  {eps:.2f} | {sphere_rel:.3f} | {slab_rel:.3f} | {ratio:.3f}")
print(f"Simulated slab depth/R at sphere completion, eps=0.05: "
      f"{simulated_depth:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Radius = slab half-thickness: 1.000e+05 angstrom
Oxygen atoms per solute atom nu: 1.50
Solute density c_B: 1.000e-03 angstrom^-3
Surface oxygen density c_s: 3.000e-06 angstrom^-3
Diffusion prefactor D0: 1.000e+14 angstrom^2/s
Activation energy Q: 1.00 eV
Thermal energy kT: 0.10 eV
Diffusivity D: 4.5400e+09 angstrom^2/s
eps = c_s/(nu c_B): 0.0020 (dimensionless)
Sphere completion time: 183.55 s
Sphere upper bound: 183.92 s
Slab completion time: 550.66 s
Slab upper bound: 551.76 s
Sphere time in atomic units: 7.5884e+18
Slab time in atomic units: 2.2765e+19
Ratio sphere/slab: 0.3333
Ratio lower bound: 0.33267
Ratio upper bound: 0.33400
Front u=s/R | sphere time (s) | slab time (s) | sphere vol. oxidized
  0.75 | 28.68 | 34.42 | 0.5781
  0.50 | 91.78 | 137.67 | 0.8750
  0.25 | 154.87 | 309.75 | 0.9844
  0.00 | 183.55 | 550.66 | 1.0000
Slab depth when sphere is done: 5.7735e+04 angstrom
Same depth / half-thickness: 0.5774
Slowest sphere front among tested s/R: 0.50
Slab integral: 0.50000
Solute-only integral: 0.08333
Sphere integral: 0.16667
Simulation: eps | sphere T/T_qs | slab T/T_qs | sphere/slab
  0.20 | 1.159 | 1.065 | 0.363
  0.10 | 1.085 | 1.033 | 0.350
  0.05 | 1.044 | 1.016 | 0.342
Simulated slab depth/R at sphere completion, eps=0.05: 0.585
ALL CHECKS PASSED
```
